# Energy and Width of a Dislocation Kink in the Elastic String Model, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The kink of least energy

### Definitions and conventions

A dislocation lies in its glide plane and runs, on average, along the $x$ axis. Its sideways displacement in that plane is $y(x)$. The crystal offers it parallel valleys of low energy at $y=0,\pm a,\pm2a,\dots$, where $a$ is the distance between neighbouring valleys. A **single kink** is the piece of line that leads from one valley to the next:

$$y(-\infty)=0,\qquad y(+\infty)=a .\tag{1}$$

The opposite step, from $a$ to $0$, is its mirror image under $x\to-x$ and has the same energy.

The line is treated as a string with two properties.

* It has a constant energy $T$ per unit length, whatever its direction. This is the line tension.
* At displacement $y$ it has the additional energy per unit length

$$W(y)=W_p\sin^2\!\left(\frac{\pi y}{a}\right).\tag{2}$$

This is the Peierls potential. It vanishes in the valleys and reaches $W_p$ at $y=a/2$. Both $T$ and $W_p$ are positive energies per length.

An element $dx$ of the $x$ axis carries the arc length $\sqrt{1+y'^2}\,dx$, where $y'=dy/dx$. Measured from a straight line in a valley, the energy is therefore

$$F[y]=\int_{-\infty}^{\infty}\Big[(T+W)\sqrt{1+y'^2}-T\Big]dx .\tag{3}$$

For small slopes $\sqrt{1+y'^2}=1+y'^2/2+\dots$, and the integrand becomes

$$\frac T2\,y'^2+W+\frac W2\,y'^2+\dots$$

The third term is smaller than the first by the factor $W/T$. If $W_p\ll T$ it can be dropped, which leaves

$$E[y]=\int_{-\infty}^{\infty}\left[\frac T2\,y'^2+W(y)\right]dx .\tag{4}$$

The theorem concerns $E$. The slope it predicts satisfies $y'^2\le 2W_p/T$, so the one condition $W_p\ll T$ justifies both approximations. Part II returns to $F$ and gives the size of the error.

The admissible lines are continuous, have a piecewise continuous slope and satisfy (1). No external stress acts, and the temperature is zero.

The word "width" needs a convention. Here the width $w$ is the distance along $x$ in which the tangent at the kink's centre rises from one valley to the next:

$$w=\frac{a}{y'(x_0)},\qquad y(x_0)=\frac a2 .\tag{5}$$

### The theorem

**Theorem.** Among all admissible lines, the least value of $E$ is

$$E_k=\frac{2a}{\pi}\sqrt{2TW_p}.\tag{6}$$

It is reached by the lines

$$y(x)=\frac{2a}{\pi}\arctan\exp\!\left(\frac{x-x_0}{\ell}\right),\qquad \ell=\frac a\pi\sqrt{\frac{T}{2W_p}},\tag{7}$$

with any centre $x_0$, and by no others. Their width is

$$w=\pi\ell=a\sqrt{\frac{T}{2W_p}} .\tag{8}$$

The proof uses two lemmas. The first finds a lower bound that does not depend on the shape of the line. The second finds the shapes that reach it.

### Lemma 1: a lower bound

**Lemma 1.** Every admissible line has $E[y]\ge E_k$. A line of finite energy has $E[y]=E_k$ if and only if, wherever the slope is continuous,

$$y'=\sqrt{\frac{2W(y)}{T}} .\tag{9}$$

*Proof.* Expand the following square:

$$\frac12\left(\sqrt T\,y'-\sqrt{2W}\right)^2=\frac T2y'^2+W-\sqrt{2TW}\,y' .$$

Moving the last term to the other side gives the integrand of (4). On a finite interval from $-L$ to $L$,

$$\int_{-L}^{L}\left[\frac T2y'^2+W\right]dx=\frac12\int_{-L}^{L}\left(\sqrt T\,y'-\sqrt{2W}\right)^2dx+\int_{-L}^{L}\sqrt{2TW(y)}\,y'\,dx .\tag{10}$$

The last integral depends on the end points alone. To see this, define

$$G(y)=\int_0^y\sqrt{2TW(u)}\,du .$$

By the chain rule, $dG(y(x))/dx=\sqrt{2TW(y)}\,y'$. The integral is thus $G(y(L))-G(y(-L))$. This holds even if the line turns back or overshoots a valley. As $L\to\infty$, the boundary conditions (1) turn it into $G(a)-G(0)=G(a)$.

Between $0$ and $a$ the sine is not negative, so $\sqrt{W}=\sqrt{W_p}\,\sin(\pi y/a)$ and

$$G(a)=\sqrt{2TW_p}\int_0^a\sin\frac{\pi y}{a}\,dy
=\sqrt{2TW_p}\;\frac a\pi\Big[-\cos\frac{\pi y}{a}\Big]_0^a
=\frac{2a}{\pi}\sqrt{2TW_p}=E_k .$$

The squared term in (10) cannot be negative, so $E\ge E_k$. Equality requires that its integral vanish. The square must then vanish wherever it is continuous, which is (9). $\square$

The bound has a direct meaning. Raising the line over the hill has a price $\sqrt{2TW(y)}$ for each unit of sideways advance. No choice of shape can avoid this price, because a gentle slope keeps more of the line on the hill and a steep slope bends it more.

### Lemma 2: the shape

**Lemma 2.** The admissible solutions of (9) are the lines (7), with $x_0$ arbitrary.

*Proof.* A continuous line that goes from $0$ to $a$ passes through $a/2$. Call a point where it does so $x_0$. While $y$ lies between $0$ and $a$, equation (9) reads

$$\frac{dy}{dx}=\sqrt{\frac{2W_p}{T}}\,\sin\frac{\pi y}{a} .$$

Put $u=\pi y/a$ and multiply by $\pi/a$:

$$\frac{du}{dx}=\frac{\pi}{a}\sqrt{\frac{2W_p}{T}}\,\sin u=\frac{\sin u}{\ell},$$

with $\ell$ as in (7). Separate the variables. Since

$$\frac{d}{du}\ln\tan\frac u2=\frac{1}{2\cos^2(u/2)\tan(u/2)}=\frac{1}{2\sin(u/2)\cos(u/2)}=\frac1{\sin u},$$

integration gives $\ln\tan(u/2)=(x-x_0)/\ell$. The constant is fixed by $u(x_0)=\pi/2$, for which $\tan(u/2)=1$. Hence

$$\tan\frac{\pi y}{2a}=\exp\!\left(\frac{x-x_0}{\ell}\right),$$

which is (7). The exponential is positive and finite at every finite $x$, so $y$ stays strictly between $0$ and $a$ and the formula holds on the whole axis. It tends to $0$ on the left and to $a$ on the right, as (1) demands. $\square$

### Proof of the theorem

Lemma 1 gives the bound $E_k$ and the condition for reaching it. Lemma 2 shows that the lines (7), and no other admissible lines, satisfy that condition. To verify that their energy is finite, write $s=(x-x_0)/\ell$ and differentiate (7):

$$y'=\frac{2a}{\pi\ell}\,\frac{e^{s}}{1+e^{2s}}=\frac{2a}{\pi\ell}\,\frac{1}{e^{-s}+e^{s}}=\frac{a}{\pi\ell}\,\frac1{\cosh s}.\tag{11}$$

By (9), $W=Ty'^2/2$ on this line, so the energy density is $Ty'^2$. It decays exponentially, and

$$E=T\int y'^2dx=\frac{Ta^2}{\pi^2\ell^2}\,\ell\int_{-\infty}^{\infty}\frac{ds}{\cosh^2s}=\frac{2Ta^2}{\pi^2\ell}.\tag{12}$$

The last integral is $[\tanh s]_{-\infty}^{\infty}=2$. Inserting $\ell$ gives

$$E=\frac{2Ta^2}{\pi^2}\cdot\frac{\pi}{a}\sqrt{\frac{2W_p}{T}}=\frac{2a}{\pi}\sqrt{2TW_p},$$

in agreement with (6). At the centre $\cosh 0=1$, so (11) gives $y'(x_0)=a/(\pi\ell)$, and definition (5) gives $w=\pi\ell$. $\square$

**Remark (balance of forces).** Squaring (9) gives $Ty'^2/2=W(y)$. Differentiating with respect to $x$ and dividing by $y'$, which is nowhere zero on the kink, gives $Ty''=W'(y)$. The restoring force of the bent string balances the force of the Peierls potential at each point. This balance alone would show that the kink is stationary. Lemma 1 shows that it is a minimum.

**Remark (what lies within the width).** At $x=x_0\pm w/2$ one has $s=\pm\pi/2$. The part of the rise between these points is

$$\frac2\pi\left(\arctan e^{\pi/2}-\arctan e^{-\pi/2}\right)=0.739 .$$

About 74 % of the step thus lies inside $w$, and the rest lies in the exponential tails. Another definition of width would change the factor $\pi$ in $w=\pi\ell$, but not the dependence on $a$, $T$ and $W_p$.

### Consequences

**Corollary 1 (equal division).** Since $Ty'^2/2=W$ at each point, bending and Peierls energy each contribute $E_k/2$.

The same result follows from stretching the kink along $x$ by a factor $\lambda$. Slopes fall by $1/\lambda$ and lengths grow by $\lambda$, so a bending energy $B$ and a Peierls energy $P$ become

$$E(\lambda)=\frac B\lambda+\lambda P .$$

This is least where $B/\lambda^2=P$, that is, where the two parts are equal, and the least value is $2\sqrt{BP}$. For a fixed family of shapes $B\propto Ta^2$ and $P\propto W_p$, and hence $E\propto a\sqrt{TW_p}$. The exact profile is needed for the prefactor, and even there a reasonable guess does well. The trial line $y=\tfrac a2[1+\tanh(x/\sigma)]$, with the best choice of $\sigma$, lies 0.12 % above $E_k$. By the scaling argument this percentage is the same for all $T$, $W_p$ and $a$.

**Corollary 2 (energy and width).** From (8), $\sqrt{2W_p/T}=a/w$. Therefore $\sqrt{2TW_p}=T\sqrt{2W_p/T}=Ta/w$. Equally, $\sqrt{2TW_p}=2W_p\sqrt{T/(2W_p)}=2W_pw/a$. Inserting these into (6) gives

$$E_k=\frac{2}{\pi}\,\frac{Ta^2}{w}=\frac4\pi\,W_p\,w .\tag{13}$$

At fixed $T$ and $a$, a higher barrier makes the kink narrower and costlier. At fixed $W_p$ and $a$, a stiffer line makes it wider and also costlier. As $W_p\to0$ the width diverges and the energy vanishes, because a line without valleys can cross from $0$ to $a$ as gently as it likes. As $T\to0$ both width and energy tend to zero in the formula, but the premise $W_p\ll T$ fails before that limit is reached.

**Corollary 3 (two or more steps).** Let the line rise from $0$ to $na$ with $n\ge2$. The argument of Lemma 1 gives $E\ge G(na)=nE_k$, because each period contributes the same integral. No line reaches this value, since by Lemma 2 a solution of (9) never crosses a valley. The bound is approached by $n$ kinks placed ever farther apart. In this model, kinks of the same sign thus have no bound state.

### The Peierls stress

The barrier $W_p$ is usually specified through a stress. A shear stress $\tau$, resolved in the glide plane along the Burgers vector of length $b$, does the work $\tau b$ per unit area swept by the line. A straight line therefore has the energy per length $W(y)-\tau by$, and it can rest where $W'(y)=\tau b$. From (2),

$$W'(y)=\frac{2\pi W_p}{a}\sin\frac{\pi y}{a}\cos\frac{\pi y}{a}=\frac{\pi W_p}{a}\sin\frac{2\pi y}{a},$$

whose largest value is $\pi W_p/a$. Beyond the Peierls stress $\tau_P$ no position of rest exists:

$$\tau_Pb=\frac{\pi W_p}{a},\qquad W_p=\frac{\tau_P\,ab}{\pi}.\tag{14}$$

At fixed $T$, $a$ and $b$, the energy then grows as $\sqrt{\tau_P}$ and the width falls as $1/\sqrt{\tau_P}$.

An applied stress also changes the status of the single kink. Moving the kink by $\Delta x$ sweeps the area $a\,\Delta x$ and changes the energy by an amount of size $\tau ba\,\Delta x$. The kink then feels a constant force $\tau ba$ and has no position of rest. The theorem is restricted to $\tau=0$ for this reason.

### Example: a nickel-like line

Nickel suits the string picture because its Peierls stress is low. The inputs are rough typical values: $b=0.25$ nm, shear modulus $\mu=76$ GPa and $\tau_P=10$ MPa. In a close-packed glide plane, neighbouring close-packed rows are $\sqrt3/2$ of an atomic spacing apart, so

$$a=\frac{\sqrt3}{2}\times0.25\ \text{nm}=0.2165\ \text{nm}.$$

For the line tension the simple estimate $T=\mu b^2/2$ is used:

$$T=\tfrac12(76\times10^9\ \text{Pa})(0.25\times10^{-9}\ \text{m})^2=2.375\times10^{-9}\ \text{J/m}=14.82\ \text{eV/nm}.$$

Equation (14) gives $W_p=1.075$ meV/nm. The ratio $T/W_p\approx13\,800$ amply satisfies the premise $W_p\ll T$. Then

$$\ell=\frac{0.2165\ \text{nm}}{\pi}\sqrt{\frac{13785}{2}}=5.72\ \text{nm},\qquad w=\pi\ell=18.0\ \text{nm}\approx72\,b,$$

$$E_k=\frac{2(0.2165\ \text{nm})}{\pi}\sqrt{2(14.82)(1.075\times10^{-3})}\ \frac{\text{eV}}{\text{nm}}=0.0246\ \text{eV}=3.94\times10^{-21}\ \text{J}.$$

The step is one valley high and more than eighty valley distances long, with a largest slope $a/w=0.012$. A string of discrete nodes, spaced $b$ apart and relaxed numerically with the same $T$, $W_p$ and $a$, has 12.305 meV of bending energy and 12.304 meV of Peierls energy. This confirms both the total and its equal division.

## Part II. Corrections and the limits of the model

### Symbols and results carried over

The line $y(x)$ has tension $T$ and crosses valleys a distance $a$ apart in the potential $W=W_p\sin^2(\pi y/a)$. The small-slope energy is $E[y]=\int(Ty'^2/2+W)\,dx$. Its least value for a single kink, and the corresponding lengths, are

$$E_k=\frac{2a}{\pi}\sqrt{2TW_p}=\frac{2Ta^2}{\pi^2\ell},\qquad \ell=\frac a\pi\sqrt{\frac T{2W_p}},\qquad w=\pi\ell .\tag{15}$$

The slope is $y'=(a/\pi\ell)/\cosh s$, with $s=(x-x_0)/\ell$. The Peierls stress is $\tau_P=\pi W_p/(ab)$. The nickel-like example has $b=0.25$ nm, $a=0.2165$ nm, $\mu=76$ GPa, $T=14.82$ eV/nm, $W_p=1.075$ meV/nm, $w=18.0$ nm and $E_k=24.6$ meV.

### Finite slope

**Proposition 1.** For the full arc-length energy $F[y]=\int[(T+W)\sqrt{1+y'^2}-T]\,dx$, the least energy of a single kink is

$$F_k=\int_0^a\sqrt{2TW+W^2}\,dy=E_k\left(1+\frac{W_p}{6T}+\dots\right).\tag{16}$$

*Proof.* Let $A=T+W$ and $C=\sqrt{A^2-T^2}=\sqrt{2TW+W^2}$. The plane vectors $(T,C)$ and $(1,y')$ have lengths $A$ and $\sqrt{1+y'^2}$. A scalar product never exceeds the product of the lengths, so

$$T+Cy'\le A\sqrt{1+y'^2}.$$

The integrand of $F$ is thus at least $C(y)\,y'$. As in Lemma 1, the integral of $C(y)\,y'$ depends on the end points alone and equals $\int_0^aC\,dy$. Equality holds when the vectors are parallel, $y'=C/T$. This slope is positive between the valleys and vanishes linearly at each of them, so its solution approaches them as $x\to\pm\infty$ and is admissible.

For small $W/T$,

$$\sqrt{2TW+W^2}=\sqrt{2TW}\sqrt{1+\frac{W}{2T}}=\sqrt{2TW}\left(1+\frac W{4T}+\dots\right).$$

The relative correction is $W/4T$ averaged with the weight $\sin(\pi y/a)$:

$$\frac{W_p}{4T}\,\frac{\int_0^a\sin^3(\pi y/a)\,dy}{\int_0^a\sin(\pi y/a)\,dy}=\frac{W_p}{4T}\cdot\frac{4a/3\pi}{2a/\pi}=\frac{W_p}{6T}.\qquad\square$$

In the example this is $1.2\times10^{-5}$ of $E_k$, which is negligible.

### A string of discrete nodes

A crystal repeats along the line, so the continuous string is an idealization. A simple discrete version has nodes at $x_n=nh$ and the energy

$$E_h=\sum_n\left[\frac{T}{2h}(y_{n+1}-y_n)^2+hW(y_n)\right].\tag{17}$$

This part has found the least energy, shape and width of a single kink in the continuous string model, and has shown that the finite-slope correction is negligible in the nickel-like example. It remains to work out the effect of discrete nodes, and to examine high Peierls stress, the line tension from elasticity, splitting into partials, vibrations and temperature, and how the model compares with real nickel.

Numbers in the example were calculated in double precision.
